# Paired surface bands in a nonmagnetic slab: tunnelling or spin-orbit splitting?

**The argument under review**

The imagined manuscript reports a slab calculation for a nonmagnetic metal. Two surface bands lie in a gap of the projected bulk bands, separated by some tens of meV. The authors reason as follows: "There is no magnetism, so an exchange field cannot separate the bands. The remaining interaction that can split a surface band is spin-orbit coupling. The separation is therefore a spin-orbit splitting, and dividing it by $2k$ gives the Rashba parameter."

The first sentence is sound. The second assumes that there was one surface band to begin with. A slab has two faces. If each carries one orbital surface state, there are two orbital states, and four states with spin, at every in-plane wavevector before spin-orbit coupling is considered. The question is what separates the two orbital states, by how much, and how that separation can be told from a spin-orbit splitting.

**Assumptions and the decay constant**

I first take spin-orbit coupling to be absent and the two faces to be equivalent. Atomic units are used in the algebra. The motion along the surface is assumed to separate from the motion along the normal $z$, so the in-plane kinetic energy is common to both bands and drops out of their separation. What remains is

$$-\tfrac12\psi''+V(z)\psi=E\psi .$$

Inside the crystal $V$ has period $a$, the layer spacing, and is symmetric about each atomic plane and each plane midway between two layers.

Carry the pair $(\psi,\psi')$ across one period by a real matrix $P$. The Wronskian of two solutions is constant, so $\det P=1$ and the eigenvalues of $P$ are $\mu$ and $1/\mu$. In a gap at the zone boundary they are real and negative. Writing them as $-e^{\pm\kappa a}$ defines $\kappa>0$, and

$$\operatorname{tr}P=-2\cosh\kappa a .$$

The solution growing towards the right face obeys

$$\varphi(z+a)=-e^{\kappa a}\varphi(z). \tag{1}$$

Its wavevector is complex, with real part $\pi/a$ and an imaginary part of magnitude $\kappa$. The curve $\kappa(E)$ is the complex band in the gap.

An estimate follows for $V=2U\cos gz$, with $g=2\pi/a$ and $U>0$. Keep the two waves with wavevectors $\pm g/2-i\kappa$, both growing as $e^{\kappa z}$. Their kinetic energies are

$$\tfrac12\left(\pm\tfrac g2-i\kappa\right)^2=E_b-\tfrac{\kappa^2}{2}\mp\tfrac{i g\kappa}{2},\qquad E_b=\tfrac{g^2}{8},$$

and the potential couples them with strength $U$. With $\varepsilon=E-E_b$ and $x=\kappa^2/2$, the vanishing determinant is

$$\left(\varepsilon+x+\tfrac{ig\kappa}{2}\right)\left(\varepsilon+x-\tfrac{ig\kappa}{2}\right)=U^2 .$$

Since $g^2\kappa^2/4=g^2x/2=4E_bx$, this becomes

$$x^2+2(\varepsilon+2E_b)x+\varepsilon^2-U^2=0 .$$

The root that is positive inside the gap $|\varepsilon|<U$ is

$$\frac{\kappa^2}{2}=-(\varepsilon+2E_b)+\sqrt{4E_b^2+4E_b\varepsilon+U^2}. \tag{2}$$

It vanishes at $\varepsilon=\pm U$, as it must at the gap edges. At a small height $\eta$ above the lower edge, expansion about $\varepsilon=-U$ gives

$$\frac{\kappa^2}{2}\simeq\frac{U\eta}{2E_b-U}, \tag{3}$$

so $\kappa$ falls as $\sqrt\eta$. A surface state close to a band edge reaches deep into the slab.

**The splitting without spin-orbit coupling**

Let $\varphi$ now be the surface state of a half-infinite crystal with only the right face: real, normalized to one, with energy $E_0$ in the gap. It obeys (1) inside. In vacuum, at potential $W$, it decays as $e^{-qz}$ with $q=\sqrt{2(W-E_0)}$. Matching value and slope at the face fixes $E_0$.

Put the centre of the slab at $z=0$. The slab is symmetric, so its states are even or odd; call the surface combinations $\psi_e$ and $\psi_o$. For $z>0$ the slab and the half crystal have the same potential. Multiply the equation for $\psi_e$ by $\varphi$, the equation for $\varphi$ by $\psi_e$, subtract and integrate:

$$(E_e-E_0)\int_0^\infty\psi_e\varphi\,dz=-\tfrac12\Big[\psi_e'\varphi-\psi_e\varphi'\Big]_0^\infty=-\tfrac12\psi_e(0)\varphi'(0).$$

The upper limit vanishes because both functions decay in vacuum, and $\psi_e'(0)=0$ by parity. For the odd state $\psi_o(0)=0$, and the same steps give

$$(E_o-E_0)\int_0^\infty\psi_o\varphi\,dz=+\tfrac12\psi_o'(0)\varphi(0).$$

These two relations are exact. For a thick slab insert the leading forms

$$\psi_{e,o}(z)\simeq\frac{\varphi(z)\pm\varphi(-z)}{\sqrt2}.$$

At the centre both terms are equally large and both must be kept, so $\psi_e(0)\simeq\sqrt2\,\varphi(0)$ and $\psi_o'(0)\simeq\sqrt2\,\varphi'(0)$. In the integrals the right-hand state dominates, and each is $1/\sqrt2$ to leading order. Hence

$$E_e-E_0\simeq-\varphi(0)\varphi'(0),\qquad E_o-E_0\simeq+\varphi(0)\varphi'(0),$$

$$\Delta_N\equiv E_o-E_e\simeq2\varphi(0)\varphi'(0). \tag{4}$$

No spin operator has entered. Each of the two levels holds both spins. The separation is that of a double well whose barrier is the gapped crystal between the faces.

**Dependence on thickness**

To compare slabs of different $N$, measure $s$ from the last atomic plane of the half crystal. The centre of an $N$-layer slab is then at $s=-(N-1)a/2$. Define $F(s)=\varphi(s)\varphi'(s)$, with $\varphi$ continued where needed as a solution of the infinite crystal.

Since the crystal is symmetric about $s=0$, $\varphi(-s)$ is a solution at the same energy, and the Wronskian

$$w=\varphi(s)\frac{d}{ds}\varphi(-s)-\varphi'(s)\varphi(-s)$$

is constant. At $s=0$ it equals $-2F(0)$. At $s=-a/2$, equation (1) gives $\varphi(a/2)=-e^{\kappa a}\varphi(-a/2)$ and the same relation for the slopes. The derivative of $\varphi(-s)$ there is $-\varphi'(a/2)=e^{\kappa a}\varphi'(-a/2)$. Both terms of $w$ are then equal, and $w=2e^{\kappa a}F(-a/2)$. Therefore

$$F(-a/2)=-e^{-\kappa a}F(0).$$

A full period gives $F(-a)=e^{-2\kappa a}F(0)$ directly from (1), so the next half step has the same factor. Every added layer moves the centre half a period deeper, and

$$\Delta_N\simeq\Delta_1\left(-e^{-\kappa a}\right)^{N-1},\qquad |\Delta_N|\simeq C e^{-\kappa Na}, \tag{5}$$

with $\Delta_1=2F(0)$ and $C=|\Delta_1|e^{\kappa a}$. Here $\Delta_1$ is a reference amplitude, not the splitting of a real single layer, for which the leading-order treatment has no justification.

The sign in (5) means that the odd and even states exchange order with each added layer. This belongs to the zone-boundary gap. In a gap with positive Bloch factor, $\varphi(z+a)=e^{\kappa a}\varphi(z)$, the same calculation gives $F(-a/2)=+e^{-\kappa a}F(0)$, and the order stays fixed. The exponential decay is common to both cases.

Equation (5) uses one value of $\kappa$ for both levels. It therefore needs $|\Delta_N|\,Na\,|d\kappa/dE|\ll1$. It ceases to apply when the state reaches the band edge, where $\kappa\to0$ and there is no evanescent barrier.

**Numbers for a gold-like slab**

Take $a=2.35$ Å, $U=2.3$ eV and a vacuum level of 11 eV above the mean crystal potential. The atoms sit at the potential maxima, and the vacuum step lies 1.5 Å beyond the last atomic plane. The gap runs from 4.416 to 9.008 eV, and the half crystal has a surface state at 4.730 eV, which is 0.314 eV above the lower edge.

For (2), measure $\varepsilon$ from the actual midgap, 6.712 eV, so $\varepsilon=-1.982$ eV. With $E_b=6.809$ eV the right side is $-11.636+11.694=0.058$ eV. In these units the left side is $\hbar^2\kappa^2/2m$, and $\hbar^2/2m=E_b(a/\pi)^2=3.81$ eV Å$^2$. This gives $\kappa\simeq0.124$ Å$^{-1}$; the full periodic potential gives 0.122 Å$^{-1}$. Each added layer multiplies the magnitude of the splitting by 0.75.

The half-crystal state gives $C=1.796$ eV. For 24 layers $\kappa Na=0.1224\times2.35\times24=6.90$, so

$$|\Delta_{24}|\simeq1.796\,e^{-6.90}\ \text{eV}\simeq1.8\ \text{meV}.$$

Diagonalizing the complete slab also gives 1.80 meV. From 16 to 28 layers the slab splitting falls from 18.1 to 0.571 meV, a decay constant of 0.1225 Å$^{-1}$, in agreement with the complex band. The order reverses as derived: the odd state is lower for 16 layers and the even state for 17.

Thin slabs show the limit of the formula. For 8 layers the slab gives 199 meV and (5) gives 180 meV, too small by about 10% of the slab value. Equation (3) implies $d\kappa/dE\simeq\kappa/2\eta\simeq0.19$ Å$^{-1}$ eV$^{-1}$, so the quantity that should be small is about 0.7. For 14 layers it is about 0.2, and the error is about 1%. The slab splittings quoted here come from a finite basis and lie up to about 0.07% below the converged values; the 14-layer splitting, used below as 32.3 meV, converges to 32.35 meV.

The splitting first drops below 1 meV at 27 layers, or 63.5 Å (6.35 nm). A separation of tens of meV in a slab of a dozen layers thus needs no spin-orbit coupling in this model.

**Unequal faces**

The decay to zero depends on the faces being equivalent. Suppose the isolated right-face state lies higher than the left-face state by $D$. In the basis of these two states the Hamiltonian is

$$H=\bar E+\begin{pmatrix}-D/2&h\\h&D/2\end{pmatrix}.$$

For $D=0$ the even combination has energy $\bar E+h$ and the odd one $\bar E-h$, so $h=-\Delta_N/2$. The separation of the eigenvalues $\bar E\pm\sqrt{D^2/4+h^2}$ is

$$S=\sqrt{D^2+\Delta_N^2}. \tag{6}$$

In the upper state, the right-face weight minus the left-face weight is the derivative of the upper energy with respect to $D/2$, which is $D/S$. Since the weights add to one, the right-face weight is $\tfrac12(1+D/S)$.

Raising the right vacuum step to 11.5 eV gives $D=43.6$ meV. The tunnelling amplitude is proportional to the product of the two tails, so I take $|\Delta_N|$ as the geometric mean of the magnitudes that (5) gives for two symmetric slabs, one with each kind of face. For 14 layers this is about 30.0 meV, and $S=\sqrt{43.6^2+30.0^2}\simeq52.9$ meV; the full slab gives 53.25 meV. The right-face weight of the upper state is 0.91 from the formula and 0.90 in the slab. At 28 layers the separation is 43.6 meV, practically all of it offset.

A pair that survives in a thick slab is therefore not proof of spin-orbit coupling either. Two different terminations, or an adsorbate on one side, can produce it.

**Adding spin-orbit coupling**

Let the in-plane wavevector $k$ lie along one direction and let $s=\pm1$ label the spin along the in-plane direction perpendicular to it. A Rashba term shifts the right-face state by $s\alpha k$. The outward normal of the left face is opposite, so its state shifts by $-s\alpha k$. The difference of the diagonal energies becomes $D+2s\alpha k$, and

$$S_s(k)=\sqrt{(D+2s\alpha k)^2+\Delta_N^2}. \tag{7}$$

For $D=0$ this is the same for both spins. The levels themselves also coincide, because reflecting $z$ exchanges the faces and turns the Hamiltonian for $s$ into that for $-s$. More generally, time reversal takes a state at $k$ to the opposite spin at $-k$, and inversion brings it back to $k$. A nonmagnetic slab with inversion symmetry thus has doubly degenerate levels at every $k$. With one orbital state per face it shows two doubly degenerate surface bands whether spin-orbit coupling is on or off, so counting curves decides nothing.

The form of the separation does carry information. For $D=0$,

$$S\simeq|\Delta_N|+\frac{2\alpha^2k^2}{|\Delta_N|}\quad(2\alpha|k|\ll|\Delta_N|),$$

$$S\simeq2\alpha|k|+\frac{\Delta_N^2}{4\alpha|k|}\quad(2\alpha|k|\gg|\Delta_N|).$$

At $k=0$ the four states of two equivalent, uncoupled faces coincide. Tunnelling separates them into two pairs, $|\Delta_N|$ apart, but leaves the Kramers degeneracy within each pair. It also mixes the faces. By the weight formula, the upper band has right-face weight $\tfrac12(1+2s\alpha k/S)$ for spin $s$. Its spin polarization on the right face is $2\alpha k/S$, and on the left face the opposite. The total vanishes, and in a thin slab the polarization on each face is reduced.

For the example take $\alpha=0.3$ eV Å, represented in the full slab by delta terms of opposite sign at the two faces. For 14 layers at $k=0.05$ Å$^{-1}$, $2\alpha k=30$ meV, and the full slab without spin-orbit coupling has $|\Delta_{14}|=32.3$ meV, which I use here. Equation (7) gives $\sqrt{30^2+32.3^2}\simeq44.1$ meV, against 44.2 meV in the slab. The manuscript's recipe would report $44.2\ \text{meV}/(2\times0.05\ \text{Å}^{-1})=0.44$ eV Å, nearly half as much again as the value put in. At $k=0.1$ Å$^{-1}$ the separation is 68.5 meV and the recipe gives 0.34 eV Å. At 28 layers and the same $k$ the slab gives 60.0 meV, and the recipe works.

At $k=0.1$ Å$^{-1}$ the two causes are equally strong at about 12 layers. This crossover depends on the chosen $k$: a smaller wavevector needs a thicker slab.

With both an offset and spin-orbit coupling the twofold degeneracy is lifted away from $k=0$. For 14 layers, the raised right step and $k=0.05$ Å$^{-1}$, equation (7) with $2\alpha k=30$ meV gives about 79.5 and 33.0 meV for the two spins. The full slab gives 80.1 and 33.1 meV.

**What the authors should do**

The direct control is to repeat the calculation with spin-orbit coupling switched off and the geometry held fixed. A pair that remains has another cause.

The second check is the separation at $k=0$. Time reversal keeps each Kramers pair degenerate there. With one orbital state per face, a separation between the two pairs at $k=0$ then points to tunnelling or to an offset. If a face has several orbital surface states, spin-orbit coupling can separate different Kramers pairs even at $k=0$, and this reading fails.

The third check is thickness. In the symmetric example, going from 14 to 28 layers reduces the separation at $k=0$ from 32.3 to 0.57 meV, while at $k=0.1$ Å$^{-1}$ it goes from 68.5 to 60.0 meV. The part that vanishes is tunnelling; the part that stays and grows linearly with $k$ is the Rashba term. With one orbital state per face and a vacuum wide enough to suppress tunnelling through it, a part that stays at $k=0$ indicates an offset.

In a periodic supercell the vacuum must also be wide enough. Two faces separated by vacuum of width $L_v$ have tails $\varphi_s e^{-qx}$, where $\varphi_s$ is the value at the face. Applying (4) at the middle of the vacuum, $x=L_v/2$, gives a splitting of magnitude $2q\varphi_s^2e^{-qL_v}$. With $q=1.28$ Å$^{-1}$ this is 7.2 meV for 5 Å of vacuum, more than the 5.7 meV through 20 layers of crystal. For 15 Å it is about $2\times10^{-5}$ meV. Here $L_v$ is measured between the vacuum steps; the outer atomic planes are 3 Å farther apart. In the supercell the vacuum and crystal contributions combine with their signs. For 20 layers and 5 Å they largely cancel at zero wavevector along the normal, leaving about 1.5 meV, and add to about 12.9 meV at the supercell zone boundary. A small separation at one normal wavevector therefore does not show that the vacuum is wide enough.

**How far the numbers carry over to gold**

The layer spacing, the gap and $\alpha$ are rough values in the regime of the Au(111) Shockley state, but the model is not a calculation of gold. It leaves out the d bands, the self-consistent surface potential, atomic relaxation and spin-orbit coupling inside the crystal. Its state lies 0.31 eV above the gap edge; for gold a rough value is nearer 0.5 eV. In (2) this means $\varepsilon\simeq-1.80$ eV, which raises $\kappa$ from 0.124 to about 0.151 Å$^{-1}$ and reduces the exponential factor for 24 layers by a factor of about 4.6, at fixed prefactor.

The prefactor does not stay fixed. Placing the vacuum step 1.447 Å beyond the last atomic plane puts the model state 0.50 eV above the edge. The 24-layer splitting is then 0.56 meV, smaller than before by a factor of only about 3.2. A shift in the other direction shows the same partial compensation. Moving the vacuum step outward by 0.05 Å lowers the state by 140 meV and reduces $\kappa$ to 0.093 Å$^{-1}$. The exponential alone would raise the 24-layer splitting by a factor of about 5.2. The slab gives 5.6 meV instead of 1.8 meV, a factor of 3.1, so the prefactor has fallen to about 0.6 of its former value.

The same sensitivity limits the assumption of separable in-plane motion. In a real crystal the distance between the surface band and the bulk edge varies with $k$, and the tunnelling splitting varies with it. The 27 layers found above are therefore a result for this model. For a given material, the thickness has to be converged at the wavevector where the splitting is read.

**Assessment**

The inference from "paired and nonmagnetic" to "spin-orbit split" should be withdrawn. The reported separation may still contain a Rashba contribution, but its size cannot in general be found by dividing that separation by $2k$. For equivalent faces with one orbital state each, (7) gives $2\alpha|k|=\sqrt{S^2-\Delta_N^2}$, where $S$ and $|\Delta_N|$ are the separations with and without spin-orbit coupling at the same thickness and wavevector, provided that spin-orbit coupling leaves the tunnelling amplitude unchanged. In the 14-layer example at $k=0.05$ Å$^{-1}$, 44.2 and 32.3 meV return $\alpha\simeq0.30$ eV Å.

In a heavy metal the condition can fail, because spin-orbit coupling may also move the surface states relative to the gap edge. If it also lowered both states of the example by about 50 meV, the same formula would return roughly 0.35 to 0.36 eV Å, depending on what lowers them. Taking $|\Delta_N|$ instead from the separation at $k=0$ with spin-orbit coupling on would return roughly 0.28 to 0.30 eV Å. This is close to the Rashba parameter of the lowered state itself, which is slightly below 0.30 eV Å because that state has less density at the face. That choice requires the tunnelling to change little between $k=0$ and the wavevector used. A slab thick enough to make $|\Delta_N|$ negligible avoids both conditions. The numerical output below lists the main slab results. It does not include the combined supercell separations, the case with the state 0.50 eV above the gap edge, or the case in which spin-orbit coupling also lowers the surface states.

## Values computed for the example and the checks

```
Layer spacing 2.35 A; U 2.3 eV; vacuum step 11.0 eV
Step beyond last atomic plane: 1.5 A
Free-electron zone-boundary energy: 6.809 eV
Gap edges: 4.416 and 9.008 eV
Surface-state energy: 4.7300 eV
Height above lower gap edge: 0.314 eV
kappa exact 0.1224, two-wave 0.1238 1/A
Vacuum decay constant q: 1.2828 1/A
Splitting factor per added layer: 0.7500
Prefactor C: 1.796 eV
E_odd - E_even without spin-orbit coupling, meV:
  N=8: slab -198.9179, formula -179.9321
  N=12: slab -58.2044, formula -56.9443
  N=14: slab -32.3349, formula -32.0347
  N=16: slab -18.0859, formula -18.0215
  N=17: slab 13.5443, formula 13.5169
  N=20: slab -5.7028, formula -5.7034
  N=24: slab -1.8037, formula -1.8050
  N=28: slab -0.5711, formula -0.5712
Decay constant from slabs N=16 and 28: 0.1225 1/A
First N with splitting below 1 meV: 27
  thickness N*a: 63.5 A = 6.35 nm
Rashba parameter 0.3 eV A; face strength 1.329 eV A^2
Symmetric slab with spin-orbit coupling, separation in meV:
  N=14, k=0.0 1/A: slab 32.335, formula 32.335
  N=14, k=0.05 1/A: slab 44.242, formula 44.108
  N=14, k=0.1 1/A: slab 68.485, formula 68.158
  N=28, k=0.0 1/A: slab 0.571, formula 0.571
  N=28, k=0.05 1/A: slab 30.009, formula 30.005
  N=28, k=0.1 1/A: slab 59.987, formula 60.003
Tunnelling equals 2*alpha*k at k=0.1 1/A for N = 11.8
Right step 11.5 eV gives face offset 43.580 meV
  N=14, no spin-orbit: slab 53.251, formula 52.934 meV
    upper state, right-half weight: slab 0.904, formula 0.912
  N=28, no spin-orbit: slab 43.597, formula 43.582 meV
    upper state, right-half weight: slab 1.000, formula 1.000
  N=14, k=0.05 1/A, spin +1: slab 80.148, formula 79.706 meV
  N=14, k=0.05 1/A, spin -1: slab 33.090, formula 32.872 meV
Splitting through 5 A of vacuum: solved 7.227, formula 7.227 meV
Splitting through 15 A of vacuum: 1.94e-05 meV
Step moved to 1.55 A: state shifts by -139.6 meV
  kappa becomes 0.0933 1/A; N=24 splitting 5.627 meV
  ratio to unshifted N=24 splitting: 3.12
```
